**Quadrupole response of the hydrogen-like 1s state**

For nuclear charge $Z$ and the perturbation $\lambda r^2P_2$, the program tests the shielding factor $\gamma=1/(3Z)$ and the quadrupole polarizability $\alpha=15/Z^6$ in atomic units. Here $V_{zz}=V_{zz}^{\rm ext}(1-\gamma)$ is the field gradient at the nucleus, and $E_2=-\frac12\alpha\lambda^2$ is the second-order energy. It asserts symbolically that the closed-form responses to the external field and to a nuclear quadrupole satisfy their differential equations, and that both give the same $\gamma$. It also asserts that a linear-response calculation in a Laguerre basis reproduces $\alpha$ and $\gamma$ for $Z=1,2,3$ within a relative tolerance of $10^{-6}$. A third calculation diagonalizes hydrogen between two point charges $-e$ at 10 Å and asserts agreement with the formulas within 2% for the energy, the shielding factor and the induced moment. The output shows an effective $\gamma$ of 0.33301 in that case, against 1/3 from the formula. The corresponding energies are $-1.7883\times10^{-5}$ eV and $-1.7926\times10^{-5}$ eV.

## Numerical verification

```python
"""
Result under test: a 1s electron bound to a point nucleus of charge Z, perturbed
by the energy lambda * r^2 * P2(cos theta), has in atomic units
    first-order state  psi1 = -lambda * f(r) * P2 * psi0,
                       f = r^3/(3Z) + r^2/(2Z^2),
    shielding factor   gamma = 1/(3Z),  Vzz(total) = Vzz(external) * (1 - gamma),
    polarizability     alpha = 15/Z^6,  E2 = -alpha * lambda^2 / 2.
The electron has charge -1, so Vzz(external) = -2 * lambda.
Independent roads: symbolic substitution in the differential equation, linear
response in a Laguerre basis, and diagonalization with real point charges.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre

BOHR = const.physical_constants["Bohr radius"][0] * 1e10            # angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]       # eV

# ---------- closed forms, checked with the full differential operator ----------
r, Z = sp.symbols("r Z", positive=True)
u = sp.symbols("u", real=True)                                      # cos(theta)
P2 = (3 * u**2 - 1) / 2
psi0 = sp.exp(-Z * r)


def h_minus_e0(state):
    """Apply (H0 - E0) to a function of r and u = cos(theta)."""
    laplacian = (sp.diff(r**2 * sp.diff(state, r), r)
                 + sp.diff((1 - u**2) * sp.diff(state, u), u)) / r**2
    return -laplacian / 2 - Z * state / r + Z**2 * state / 2


f_parts = [r**3 / (3 * Z), r**2 / (2 * Z**2)]
f = sum(f_parts)
g = 1 / (3 * r) + Z / 9            # response to the source P2/r^3
assert sp.simplify((h_minus_e0(f * P2 * psi0) - r**2 * P2 * psi0) / psi0) == 0
assert sp.simplify((h_minus_e0(g * P2 * psi0) - P2 * psi0 / r**3) / psi0) == 0


def mean_1s(function):
    """Exact 1s expectation value of a radial function."""
    integrand = sp.expand(function * r**2) * 4 * Z**3 * sp.exp(-2 * Z * r)
    return sp.simplify(sp.integrate(sp.expand(integrand), (r, 0, sp.oo)))


p2_square = sp.integrate(P2**2, (u, -1, 1)) / 2                     # angular mean
alpha_parts = [sp.simplify(2 * p2_square * mean_1s(r**2 * p)) for p in f_parts]
gamma_parts = [sp.simplify(2 * p2_square * mean_1s(p / r**3)) for p in f_parts]
alpha_formula = sp.simplify(sum(alpha_parts))
gamma_formula = sp.simplify(sum(gamma_parts))
gamma_reciprocal = sp.simplify(2 * p2_square * mean_1s(r**2 * g))
assert sp.simplify(alpha_formula - 15 / Z**6) == 0
assert sp.simplify(gamma_formula - 1 / (3 * Z)) == 0
assert sp.simplify(gamma_reciprocal - gamma_formula) == 0

# ---------- orthonormal Laguerre basis, independent of the closed forms ----------
NODES, WEIGHTS = roots_laguerre(70)


def radial_basis(l, size, beta):
    """Radial functions r*R(r) and derivatives, with exp(-beta*r) taken out."""
    n = np.arange(size)[:, None]
    x = NODES[None, :]
    rad = x / (2 * beta)
    lag = eval_genlaguerre(n, float(2 * l + 2), x)
    lower = eval_genlaguerre(np.maximum(n - 1, 0), float(2 * l + 3), x)
    dlag = np.where(n > 0, -2 * beta * lower, 0.0)
    norm = np.sqrt((2 * beta) ** (2 * l + 3)
                   * np.exp(gammaln(n + 1) - gammaln(n + 2 * l + 3)))
    value = norm * rad ** (l + 1) * lag
    slope = norm * ((l + 1) * rad**l * lag + rad ** (l + 1) * (dlag - beta * lag))
    return value, slope


def atom_matrix(l, charge, basis, rad, weight):
    """Hamiltonian of the free one-electron atom for angular momentum l."""
    value, slope = basis
    overlap = (value * weight) @ value.T
    assert np.max(np.abs(overlap - np.eye(len(value)))) < 1e-8
    potential = l * (l + 1) / (2 * rad**2) - charge / rad
    return (slope * weight) @ slope.T / 2 + (value * weight * potential) @ value.T


def linear_response(charge, beta=1.5, size=24):
    """Return E0, alpha and gamma from a matrix solution of the response."""
    rad, weight = NODES / (2 * beta), WEIGHTS / (2 * beta)
    s_basis, d_basis = radial_basis(0, size, beta), radial_basis(2, size, beta)
    energies, vectors = np.linalg.eigh(
        atom_matrix(0, charge, s_basis, rad, weight))
    ground = vectors[:, 0] @ s_basis[0]
    h_d = atom_matrix(2, charge, d_basis, rad, weight)
    source = (d_basis[0] * weight * rad**2) @ ground / np.sqrt(5)
    probe = (d_basis[0] * weight / rad**3) @ ground / np.sqrt(5)
    response = np.linalg.solve(h_d - energies[0] * np.eye(size), source)
    return energies[0], 2 * source @ response, 2 * probe @ response


numeric = {}
for charge in (1, 2, 3):
    e0, alpha_num, gamma_num = linear_response(charge)
    numeric[charge] = (alpha_num, gamma_num)
    assert abs(e0 + charge**2 / 2) < 1e-7
    assert abs(alpha_num / float(alpha_formula.subs(Z, charge)) - 1) < 1e-6
    assert abs(gamma_num / float(gamma_formula.subs(Z, charge)) - 1) < 1e-6

# ---------- hydrogen between two charges -e at z = +distance and -distance ----------
distance = 10.0                                                    # angstrom
coulomb = HARTREE * BOHR                                           # eV angstrom
alpha_h = float(alpha_formula.subs(Z, 1))
gamma_h = float(gamma_formula.subs(Z, 1))
alpha_converted = alpha_h * BOHR**4 / HARTREE                      # angstrom^4/eV
strength = 2 * coulomb / distance**3                               # eV/angstrom^2
external = -2 * strength
induced = -gamma_h * external
energy_2 = -alpha_converted * strength**2 / 2
moment = -alpha_converted * strength


def charge_potential(z):
    """e times the electrostatic potential of the two charges on the axis, eV."""
    return -coulomb * (1 / abs(distance - z) + 1 / abs(distance + z))


step = 0.05
curvature = (charge_potential(step) - 2 * charge_potential(0.0)
             + charge_potential(-step)) / step**2
assert abs(curvature / external - 1) < 1e-4      # finite-difference error only

ANGLES, ANGLE_WEIGHTS = np.polynomial.legendre.leggauss(16)


def legendre(k):
    return np.polynomial.legendre.legval(ANGLES, [0] * k + [1])


def angular(l1, k, l2):
    """Matrix element of P_k between the m = 0 spherical harmonics l1 and l2."""
    integral = np.sum(ANGLE_WEIGHTS * legendre(l1) * legendre(k) * legendre(l2))
    return np.sqrt((2 * l1 + 1) * (2 * l2 + 1)) * integral / 2


size = 18
momenta = (0, 2, 4)
rad, weight = NODES / 2, WEIGHTS / 2                               # exponent 1
R_au = distance / BOHR
bases = {l: radial_basis(l, size, 1.0) for l in momenta}
dimension = size * len(momenta)
H = np.zeros((dimension, dimension))
gradient_op = np.zeros_like(H)                                     # P2/r^3
moment_op = np.zeros_like(H)                                       # r^2 P2
inner, outer = np.minimum(rad, R_au), np.maximum(rad, R_au)
for i, l1 in enumerate(momenta):
    for j, l2 in enumerate(momenta):
        block = np.s_[i * size:(i + 1) * size, j * size:(j + 1) * size]
        left, right = bases[l1][0] * weight, bases[l2][0].T
        if l1 == l2:
            H[block] += atom_matrix(l1, 1.0, bases[l1], rad, weight)
        for k in range(abs(l1 - l2), l1 + l2 + 1, 2):
            repulsion = 2 * inner**k / outer ** (k + 1)
            H[block] += angular(l1, k, l2) * (left * repulsion) @ right
        if l1 + l2 >= 2:
            factor = angular(l1, 2, l2)
            gradient_op[block] = factor * (left / rad**3) @ right
            moment_op[block] = factor * (left * rad**2) @ right

levels, states = np.linalg.eigh((H + H.T) / 2)
ground = states[:, 0]
diag_energy = (levels[0] + 0.5 - 2 / R_au) * HARTREE
diag_induced = -2 * (ground @ gradient_op @ ground) * HARTREE / BOHR**2
diag_moment = (ground @ moment_op @ ground) * BOHR**2
diag_gamma = -diag_induced / external
# The tolerances leave room for higher orders and multipoles of the real charges.
assert abs(diag_energy / energy_2 - 1) < 0.02
assert abs(diag_gamma / gamma_h - 1) < 0.02
assert abs(diag_moment / moment - 1) < 0.02

# ---------- printed numbers ----------
print("alpha(Z), closed form [a.u.]:", alpha_formula)
print("  part from r^3 term of f [a.u.]:", alpha_parts[0])
print("  part from r^2 term of f [a.u.]:", alpha_parts[1])
print("gamma(Z), closed form [no unit]:", gamma_formula)
print("  part from r^3 term of f [no unit]:", gamma_parts[0])
print("  part from r^2 term of f [no unit]:", gamma_parts[1])
print("gamma(Z), from nuclear quadrupole [no unit]:", gamma_reciprocal)
for charge, (alpha_num, gamma_num) in numeric.items():
    print(f"Z={charge}: basis-set alpha = {alpha_num:.8f} a.u.")
    print(f"Z={charge}: basis-set gamma = {gamma_num:.8f} (no unit)")
print(f"alpha of hydrogen, converted = {alpha_converted:.6f} angstrom^4/eV")
print(f"Example: distance of each charge -e = {distance:.1f} angstrom")
print(f"Coulomb constant times e^2 = {coulomb:.5f} eV angstrom")
print(f"lambda = {strength:.6f} eV/angstrom^2")
print(f"external e*Vzz = {external:.6f} eV/angstrom^2")
print(f"induced e*Vzz, formula = {induced:.6f} eV/angstrom^2")
print(f"induced e*Vzz, diagonalization = {diag_induced:.6f} eV/angstrom^2")
print(f"total e*Vzz, formula = {external + induced:.6f} eV/angstrom^2")
print(f"total e*Vzz, diagonalization = {external + diag_induced:.6f} eV/angstrom^2")
print(f"gamma, diagonalization = {diag_gamma:.5f} (no unit)")
print(f"second-order energy, formula = {energy_2:.4e} eV")
print(f"energy beyond constant shift, diagonalization = {diag_energy:.4e} eV")
print(f"<r^2 P2>, formula = {moment:.4e} angstrom^2")
print(f"<r^2 P2>, diagonalization = {diag_moment:.4e} angstrom^2")
print("all good")
```

Running it gives:

```
alpha(Z), closed form [a.u.]: 15/Z**6
  part from r^3 term of f [a.u.]: 21/(2*Z**6)
  part from r^2 term of f [a.u.]: 9/(2*Z**6)
gamma(Z), closed form [no unit]: 1/(3*Z)
  part from r^3 term of f [no unit]: 2/(15*Z)
  part from r^2 term of f [no unit]: 1/(5*Z)
gamma(Z), from nuclear quadrupole [no unit]: 1/(3*Z)
Z=1: basis-set alpha = 15.00000000 a.u.
Z=1: basis-set gamma = 0.33333333 (no unit)
Z=2: basis-set alpha = 0.23437500 a.u.
Z=2: basis-set gamma = 0.16666667 (no unit)
Z=3: basis-set alpha = 0.02057613 a.u.
Z=3: basis-set gamma = 0.11111112 (no unit)
alpha of hydrogen, converted = 0.043226 angstrom^4/eV
Example: distance of each charge -e = 10.0 angstrom
Coulomb constant times e^2 = 14.39965 eV angstrom
lambda = 0.028799 eV/angstrom^2
external e*Vzz = -0.057599 eV/angstrom^2
induced e*Vzz, formula = 0.019200 eV/angstrom^2
induced e*Vzz, diagonalization = 0.019181 eV/angstrom^2
total e*Vzz, formula = -0.038399 eV/angstrom^2
total e*Vzz, diagonalization = -0.038418 eV/angstrom^2
gamma, diagonalization = 0.33301 (no unit)
second-order energy, formula = -1.7926e-05 eV
energy beyond constant shift, diagonalization = -1.7883e-05 eV
<r^2 P2>, formula = -1.2449e-03 angstrom^2
<r^2 P2>, diagonalization = -1.2388e-03 angstrom^2
all good
```
